# Lateral heat flow in a metal transducer on a poor conductor

A metal film on a heated sample reports the surface temperature, but it also carries heat sideways. Let the film have thickness \(h\), conductivity \(k_m\) and sheet conductance \(K=k_mh\), and let \(H\) be the probed temperature rise per absorbed watt for a spot of radius \(w\gg h\). The spot-size response is

\[
R\equiv-\frac{\partial H}{\partial\ln w}=\frac{\Phi}{2\pi K},
\]

where \(\Phi\) is an average share of lateral film conduction, defined below. On a sample of small conductivity \(k\), under steady heating, \(\Phi\) tends to 1 when \(w\ll L=K/k\). The change of temperature with spot size then measures the metal. The absolute temperature still depends on the sample.

## A counter-example: steady heating of silica and a polymer

The claim to be refuted is this: since the film is thin and merely serves as a thermometer, the change of signal with spot size is a property of the sample.

Engineering units are used. The film is 80 nm of aluminium with \(k_m=150\) W/(m K), so

\[
K=150\times80\times10^{-9}\ \text{W/K}=12\ \mu\text{W/K}.
\]

The sample is semi-infinite silica with \(k=1.35\) W/(m K). These are rough typical values. Heat obeys Fourier's law and is absorbed at the surface.

**The temperature.** The pump deposits, per watt, the flux \(p(r)=\frac{2}{\pi w_0^2}e^{-2r^2/w_0^2}\). The probe averages the film temperature \(\theta(r)\) with a weight of the same form and radius \(w_1\). Write

\[
\theta(r)=\int_0^\infty q\,dq\,J_0(qr)\,\hat\theta(q),\qquad
\hat p(q)=\int_0^\infty r\,dr\,J_0(qr)\,p(r)=\frac{e^{-q^2w_0^2/8}}{2\pi}.
\]

In the sample \(\nabla^2T=0\), so each component decays as \(J_0(qr)e^{-qz}\) and draws the flux \(kq\hat\theta\) from the surface. Perfect contact is assumed for the moment. The film is taken as uniform across its thickness, so its heat balance is \(p+K\nabla_r^2\theta-(\text{flux into sample})=0\). Since \(\nabla_r^2J_0(qr)=-q^2J_0(qr)\),

\[
\hat\theta=\frac{\hat p}{Kq^2+kq}.
\]

Averaging \(J_0(qr)\) over the probe gives a factor \(e^{-q^2w_1^2/8}\). With \(w^2=(w_0^2+w_1^2)/2\) the two exponentials combine:

\[
H=\frac1{2\pi}\int_0^\infty\frac{q\,e^{-q^2w^2/4}}{Kq^2+kq}\,dq
=\frac1{2\pi k}\int_0^\infty\frac{e^{-q^2w^2/4}}{1+Lq}\,dq .
\]

**The thermometer-only analysis.** Setting \(L=0\) and using \(\int_0^\infty e^{-q^2w^2/4}dq=\sqrt\pi/w\) gives the bare law \(H=1/(2\sqrt\pi\,kw)\). An analyst who trusts it reports \(k_{app}=1/(2\sqrt\pi\,wH)\).

For 1 mW absorbed and \(w=5\) µm, the bare law predicts

\[
\frac{10^{-3}}{2\sqrt\pi\times1.35\times5\times10^{-6}}\ \text{K}=41.8\ \text{K}.
\]

The film model gives 17.8 K, so \(k_{app}=1.35\times41.8/17.8=3.17\) W/(m K). The other spots give:

| \(w\) (µm) | rise (K) | bare law (K) | \(k_{app}\) (W/(m K)) |
|---|---|---|---|
| 2 | 27.4 | 104.5 | 5.15 |
| 5 | 17.8 | 41.8 | 3.17 |
| 10 | 11.9 | 20.9 | 2.38 |
| 20 | 7.4 | 10.4 | 1.91 |

The rises include a contact conductance \(G=100\) MW/(m² K) and the finite film thickness; both corrections are small here. The sample has one conductivity, yet the analysis returns a spot-dependent one, everywhere too high.

**A two-spot difference on a polymer.** Now take \(k=0.20\) W/(m K) with the same film. Between \(w=2\) and 5 µm the rise changes by 11.64 K per mW, that is 11 640 K/W. The bare law would convert this into

\[
k=\frac{1/(2\,\mu\text{m})-1/(5\,\mu\text{m})}{2\sqrt\pi\times11640\ \text{K/W}}\approx7.3\ \text{W/(m K)},
\]

some 36 times the true value. The same number inserted into a formula that contains no sample at all gives

\[
\frac{\ln(5/2)}{2\pi\times11640\ \text{K/W}}=12.5\ \mu\text{W/K},
\]

which exceeds the film's \(K\) by about 4 %. The difference has measured the metal.

## The general statement and its proof

Let the heating vary as \(e^{i\omega t}\), let the sample have conductivities \(k_r\) (in plane) and \(k_z\) (normal) and volumetric heat capacity \(C\), and let the contact conductance be \(G\). The pump is a modulated continuous beam.

In the sample a component \(J_0(qr)e^{-\sigma z}\) requires \(k_z\sigma^2=k_rq^2+i\omega C\). The flux per unit surface temperature is

\[
r(q)=k_z\sigma=\sqrt{k_z(k_rq^2+i\omega C)} .
\]

The contact is in series with it, and the film, of heat capacity \(C_m\), stores heat in parallel. Therefore \(kq\) is replaced by

\[
Y(q)=i\omega C_mh+\left[\frac1G+\frac1{r(q)}\right]^{-1},
\qquad
H=\frac1{2\pi}\int_0^\infty\frac{q\,e^{-q^2w^2/4}}{Kq^2+Y}\,dq .
\]

A uniform film temperature requires \(w\gg h\) and \(h|Y|/k_m\ll1\). A direct solution in \(r\) and \(z\) for silica, with \(w_0=4\) µm and \(w_1=2.5\) µm, agrees to 0.03 %, both in steady state and at 1 MHz, with the transform solution that keeps the film's finite thickness. The uniform-film formula above omits the temperature drop across the film, a relative correction of order \(h|Y|/k_m\), about 0.2 % at 1 MHz.

**Proof.** Only the exponential contains \(w\), and \(-\partial e^{-q^2w^2/4}/\partial\ln w=\frac{q^2w^2}{2}e^{-q^2w^2/4}\). Hence

\[
R=\frac1{2\pi}\int_0^\infty q\,\frac{q^2w^2}{2}\,\frac{e^{-q^2w^2/4}}{Kq^2+Y}\,dq
=\frac1{2\pi K}\int_0^\infty\underbrace{\frac{qw^2}{2}e^{-q^2w^2/4}}_{\rho(q)}\;\frac{Kq^2}{Kq^2+Y}\,dq .
\]

The function \(\rho\) is the derivative of \(-e^{-q^2w^2/4}\), so it integrates to 1. With \(\langle\cdot\rangle\) for the average over \(\rho\),

\[
R=\frac{\Phi}{2\pi K},\qquad \Phi=\langle f\rangle,\qquad f=\frac{Kq^2}{Kq^2+Y}.
\]

In steady state \(f\) lies between 0 and 1. Under modulation it is complex.

## Steady state: small and large spots

With perfect contact \(f=Lq/(1+Lq)\), so \(1-\Phi=\langle1/(1+Lq)\rangle<\langle1/(Lq)\rangle\). The last average is \(\frac{w^2}{2L}\int_0^\infty e^{-q^2w^2/4}dq=\sqrt\pi\,w/(2L)\). Thus

\[
1-\frac{\sqrt\pi\,w}{2L}<\Phi<1 .
\]

For the polymer \(L=60\) µm, and at \(w=5\) µm the lower bound is 0.926; the computed value is 0.936. For silica \(L=8.9\) µm and \(\Phi\) falls from 0.85 at 2 µm to 0.41 at 20 µm.

The temperature itself has a closed form. Put \(x=Lq\) and \(a=w^2/(4L^2)\):

\[
H=\frac1{2\pi K}\int_0^\infty\frac{e^{-ax^2}}{1+x}\,dx,\qquad
\frac1{1+x}=\frac1{1-x^2}-\frac{x}{1-x^2}.
\]

Each part is taken as a principal value at \(x=1\). Call the first integral \(J(a)\). Since \(x^2/(1-x^2)=-1+1/(1-x^2)\),

\[
J'=\int_0^\infty e^{-ax^2}dx-J=\frac12\sqrt{\frac{\pi}{a}}-J .
\]

Also \(J(0)=0\), because \(x\to1/x\) maps the part below 1 onto minus the part above. Multiplying by \(e^a\), integrating from 0 and substituting \(s=t^2\) gives

\[
J=e^{-a}\int_0^a\frac{e^s}{2}\sqrt{\frac{\pi}{s}}\,ds=e^{-a}\sqrt\pi\int_0^{\sqrt a}e^{t^2}dt=\frac\pi2e^{-a}\,\mathrm{erfi}(\sqrt a).
\]

In the second integral set \(u=x^2\), then \(s=a(u-1)\):

\[
-\mathrm{P}\!\!\int_0^\infty\frac{x\,e^{-ax^2}}{1-x^2}dx=\frac12\,\mathrm{P}\!\!\int_0^\infty\frac{e^{-au}}{u-1}du=\frac{e^{-a}}2\,\mathrm{P}\!\!\int_{-a}^\infty\frac{e^{-s}}{s}ds=-\frac{e^{-a}}2\mathrm{Ei}(a).
\]

Together,

\[
H=\frac{e^{-a}}{4\pi K}\left[\pi\,\mathrm{erfi}(\sqrt a)-\mathrm{Ei}(a)\right].
\]

For small \(a\), \(\mathrm{Ei}(a)\approx\gamma+\ln a\), with \(\gamma\) Euler's constant, and \(\mathrm{erfi}(\sqrt a)\to0\). Then

\[
H\approx\frac1{2\pi K}\left[\ln\frac{2L}{w}-\frac\gamma2\right].
\]

The sample enters through \(L\) as an additive constant. It affects the temperature but, to leading order in \(w/L\), drops out of a difference between two small spots.

For large spots expand \(1/(1+Lq)\approx1-Lq\) and use \(\int_0^\infty q\,e^{-q^2w^2/4}dq=2/w^2\):

\[
H\approx\frac1{2\sqrt\pi\,kw}\left[1-\frac{2L}{\sqrt\pi\,w}\right],\qquad
k_{app}\approx k+\frac{2K}{\sqrt\pi\,w}.
\]

The error dies only as \(1/w\). To bring it to 10 % of \(k\) one needs \(w\approx20L/\sqrt\pi\), about 100 µm on silica with this film to leading order; the full integral gives 95 µm.

## When the metal dominates

"Dominates" can be given a measure: the fractional fall of \(R\) per fractional rise of a parameter. Since \(R=\frac1{2\pi}\langle q^2/(Kq^2+Y)\rangle\), differentiation with respect to \(\ln K\) multiplies the integrand by \(-f\), and differentiation with respect to \(\ln Y\) multiplies it by \(-(1-f)\). In steady state with an isotropic sample, \(Y=(1/G+1/kq)^{-1}\), so \(\partial\ln Y/\partial\ln k=G/(G+kq)\equiv u\) and \(\partial\ln Y/\partial\ln G=1-u\). The three parts are

\[
\text{metal: }\frac{\langle f^2\rangle}{\langle f\rangle},\qquad
\text{sample: }\frac{\langle f(1-f)u\rangle}{\langle f\rangle},\qquad
\text{contact: }\frac{\langle f(1-f)(1-u)\rangle}{\langle f\rangle},
\]

and they add to 1. With perfect contact the metal's part equals one half at \(w=1.83L\), which is 110 µm for the polymer and 16 µm for silica.

At \(w=5\) µm and \(G=100\) MW/(m² K), the metal's part is 0.94 on the polymer and 0.74 on silica. On silicon, with \(k=140\) W/(m K), it is 0.07; the sample has 0.58 and the contact 0.36. These silicon parts are for the uniform film; with the finite thickness the sample has 0.57, the contact 0.35 and the metal 0.09, the added 0.02 coming from its conduction across the thickness. There the film is close to being a mere thermometer as far as lateral flow is concerned, although its contact with the sample matters. The silicon values assume Fourier's law with the bulk conductivity; part of the heat in silicon is carried by phonons that travel micrometres between collisions, so for a spot this small they are only a guide.

A complete model can still extract \(k\) from an absolute steady temperature. With perfect contact the integral has the form \(H=K^{-1}F(wk/K)\). Let \(s=R/H=-\partial\ln H/\partial\ln w\). Then \(-\partial\ln H/\partial\ln k=s\) and \(-\partial\ln H/\partial\ln K=1-s\). If \(K\) is assumed too large by a small fraction \(\varepsilon\), keeping \(H\) fixed requires

\[
\frac{\delta k}{k}=-\varepsilon\,\frac{1-s}{s}.
\]

At \(w=5\) µm an error of 1 % in \(K\) changes the fitted \(k\) by −0.9 % on silica and −2.2 % on the polymer.

## Modulated heating: a false in-plane conductivity

At high frequency heat enters the sample nearly vertically, and the film's lateral flow must be compared with the sample's lateral flow. For \(k_rq^2\ll\omega C\),

\[
r(q)\approx r_0+\frac{k_zk_r}{2r_0}q^2,\qquad r_0=\sqrt{i\omega Ck_z}.
\]

The derivative of \((1/G+1/r)^{-1}\) with respect to \(r\) is \(G^2/(G+r)^2\). Thus \(Y\approx y_0+\kappa_sq^2\), with \(y_0=Y(0)\) and

\[
\kappa_s=\left(\frac{G}{G+r_0}\right)^2\frac{k_rk_z}{2r_0}.
\]

The sample acts like an additional sheet in parallel with \(K\). On silica at 1 MHz, with \(C=1.65\) and \(C_m=2.43\) MJ/(m³ K), \(|\kappa_s|=0.23\) µW/K, so \(K/|\kappa_s|=52\). On silicon the same ratio is 0.08.

Let \(\kappa=K+\kappa_s\) and \(v=q^2\). For wide spots, expanding the denominator gives

\[
H\approx\frac1{4\pi}\int_0^\infty e^{-vw^2/4}\left[\frac1{y_0}-\frac{\kappa v}{y_0^2}\right]dv
=\frac1{\pi w^2y_0}\left[1-\frac{4\kappa}{w^2y_0}\right].
\]

The phase is therefore \(-\arg y_0-\mathrm{Im}[4\kappa/(w^2y_0)]\). Since \(\arg y_0=55^\circ\) here, the film term is positive: spreading reduces the lag. The sample's effusivity \(\sqrt{k_zC}\) remains present through \(y_0\), so even this response is not a property of the metal alone.

The causal role of each path can be isolated by switching it off in the direct solution. At \(w=3\) µm on silica, all else fixed, the phase advance is about 19° with both lateral paths, little more than 1° without the film's and still about 19° without the sample's. The parts need not add, since this spot is too small for the wide-spot expansion.

Suppose now that \(k_z\), \(G\) and the heat capacities are known, and \(k_r\) is fitted to the phase with film spreading omitted. The fit must reproduce the phase shift due to the whole \(\kappa\) by means of \(\kappa_s\) alone, which is proportional to \(k_r\). Equating phase shifts gives

\[
k_{r,app}=k_r\,\frac{\mathrm{Im}(\kappa/y_0)}{\mathrm{Im}(\kappa_s/y_0)}=60\ \text{W/(m K)},
\]

against a true 1.35. A numerical refit at \(w=60\) µm gives 59.7. Fitting spots of 5, 7, 10 and 15 µm together gives 46 W/(m K), with an rms misfit of 0.34°; the leading-order formula is not expected to hold for the smallest of them. With a single reading per spot, random phase noise of that size could hide the fault in a fit to the phase alone, and the result could be read as strong anisotropy; averaging enough repeated readings would expose the misfit. So would the amplitude: the fitted model overestimates it by 20 % at 5 µm but by only 3 % at 15 µm.

Including the film does not make the measurement easy. If the in-plane conductance \(K\) is too high by \(\varepsilon\) while \(h\) and \(C_mh\) are correct, the excess \(\varepsilon K\) is compensated by \(\delta k_r\approx-\varepsilon(k_{r,app}-k_r)\). For \(\varepsilon=1\,\%\) this is −0.59 W/(m K). A refit at \(w=20\) µm returns \(k_r=0.80\), an error of about −40 %. To leading order, 10 % accuracy in \(k_r\) from this phase would require \(K\) to about 0.2 %.

This is necessary, not sufficient. If the error lies in the thickness, the heat capacity \(C_mh\) changes as well and shifts \(\arg y_0\): with \(h\) too high by 1 % the same refit returns \(k_r\approx5.2\) W/(m K), an error of the opposite sign and about seven times larger.

## The real measurement

An evaporated film need not have the bulk conductivity, so \(K\) must be measured, and under modulation \(C_mh\) as well. If electrons carry the heat and the Wiedemann–Franz law holds with its Sommerfeld value, a sheet resistance \(R_s\) gives \(K=\frac{\pi^2}{3}(k_B/e)^2T/R_s\). The present film would show 0.61 Ω at 300 K.

Air above the film, neglected so far, lowers the steady rise at \(w=5\) µm by about 1 % on silica and 4 % on the polymer. If silica's conductivity changes by roughly 0.1 % per kelvin, the 18 K rise alters it by about 2 % near the heated surface and by less at depth. Modulation at 100 Hz is not yet steady for \(H\): at \(w=5\) µm on silica its complex value differs from the steady one by 13 % of the steady value, while for \(R\) the corresponding figure is 0.4 %. The reason is that the integrand of \(R\) carries an extra factor \(q^2\), which suppresses the long wavelengths that settle last. Pulsed heating with accumulation between pulses needs a sum over harmonics and is outside these numbers. The full set of values is in the numerical output.

## Table of computed values

```
film: h = 80 nm, k_m = 150 W/(m K), C_m = 2.43 MJ/(m3 K)
G = 100 MW/(m2 K), C_sample = 1.65 MJ/(m3 K)
sheet conductance K = 12.00 uW/K
Wiedemann-Franz sheet resistance at 300 K = 0.611 ohm
real-space check: error dc 0.03 %, 1 MHz 0.03 %
metal controls half of R at w/L = 1.830
polymer: k = 0.20 W/(m K), L = 60.000 um, threshold w = 109.778 um
  w = 5 um: Phi = 0.936; parts of R: metal 0.940, sample 0.060, interface 0.000
silica: k = 1.35 W/(m K), L = 8.889 um, threshold w = 16.263 um
  w = 5 um: Phi = 0.714; parts of R: metal 0.739, sample 0.260, interface 0.001
silicon: k = 140.00 W/(m K), L = 0.086 um, threshold w = 0.157 um
  w = 5 um: Phi = 0.046; parts of R: metal 0.066, sample 0.579, interface 0.355
steady state on silica, 1 mW absorbed:
  w = 2 um: rise 27.41 K (bare law 104.48 K), Phi = 0.854, k_app = 5.15 W/(m K)
  w = 5 um: rise 17.80 K (bare law 41.79 K), Phi = 0.714, k_app = 3.17 W/(m K)
  w = 10 um: rise 11.88 K (bare law 20.90 K), Phi = 0.570, k_app = 2.38 W/(m K)
  w = 20 um: rise 7.37 K (bare law 10.45 K), Phi = 0.411, k_app = 1.91 W/(m K)
polymer, 2 and 5 um: difference 11.64 K per mW, ln(5/2)/(2 pi diff) = 12.53 uW/K
1 % error of K at w = 5 um, polymer: fitted k changes -2.16 %
1 % error of K at w = 5 um, silica: fitted k changes -0.88 %
modulation at 1 MHz on silica:
  sqrt(k/(omega C)) = 0.361 um, sqrt(K/|y0|) = 1.620 um
  |y0| = 4.57 MW/(m2 K), arg y0 = 54.7 deg
  sample lateral term |kappa_s| = 0.231 uW/K, K/|kappa_s| = 51.9
  same ratio on silicon = 0.079
  phase advance by spreading, w = 3 um: all 19.26 deg
    film path off 1.35 deg, sample path off 18.89 deg
  film spreading omitted, wide-spot k_r,app = 60.0 W/(m K)
  refit at w = 60 um: 59.7 W/(m K)
  fit to 5, 7, 10, 15 um: k_r = 46.0 W/(m K), rms misfit 0.340 deg
  rms misfit with true k_r but no film spreading 6.987 deg
  K 1 % too high, w = 20 um: fitted k_r = 0.795 W/(m K)
neglected effects (rough inputs):
  air, 0.026 W/(m K), w = 5 um, silica: rise -1.01 %
  air, 0.026 W/(m K), w = 5 um, polymer: rise -3.86 %
  radiation / sample admittance at w = 5 um = 1.3e-05
  k change at 0.1 %/K for the 5 um rise = 1.78 %
  film drop h|y0|/k_m at 1 MHz = 0.244 %
  electron-phonon length, g = 2e17 W/(m3 K): 27 nm
  100 Hz instead of dc, w = 5 um: H off 12.75 %, R off 0.38 %
```
